# A slab-truncated Coulomb kernel for neutral dipolar slabs

## Two charged sheets in a periodic cell

Put a sheet of charge $+\sigma$ per area at height $d$ and a sheet $-\sigma$ at height $0$. Hartree atomic units are used, and $\phi$ is the potential felt by a positive unit charge. One sheet of unit charge density has the potential $-2\pi|z|$, because its slope must drop by $4\pi$ across the sheet. The isolated pair therefore has the energy per area

$$
\frac E A=\frac12\,2(-\sigma^2)(-2\pi d)=2\pi\sigma^2d .
$$

Now repeat the pair along $z$ with period $L$ and use the ordinary reciprocal kernel $4\pi/G^2$ without its $\mathbf G=0$ term. Dropping that term adds a uniform compensating charge to each sheet, so the sheet potential obeys $w''=-4\pi[\delta(z)-1/L]$. For $|z|\le L/2$ the solution is

$$
w(z)=-2\pi|z|+\frac{2\pi z^2}{L}+c .
$$

Its slope vanishes at $z=\pm L/2$, as periodicity and symmetry require. The constant cancels for a neutral pair, and the energy becomes $2\pi\sigma^2d(1-d/L)$. The error, $-2\pi\sigma^2d^2/L$, decays only as $1/L$.

The cure is to keep $-2\pi|z|$ for $|z|<L/2$ and repeat that piece periodically. If $d<L/2$, the pair sees the isolated interaction. If $L/2<d<L$, the nearest periodic copy is at distance $L-d$, and the energy is wrongly $2\pi\sigma^2(L-d)$. The scheme below does the same for every in-plane Fourier component.

## Assumptions and kernel

The density is periodic in the surface plane, with cell area $A$, and confined to a thickness $D$ along $z$. The third lattice vector, of length $L$, is normal to the surface. The interaction is $\theta(R-|z|)/r$: it is cut in height but not in the plane. Write $g$ for the length of the in-plane wavevector $\mathbf g$, $K=2\pi n/L$ for the normal component, and $G^2=g^2+K^2$.

First transform $1/r$ in the plane. The result $f(g,z)$ obeys the transformed Poisson equation

$$
\left(\frac{d^2}{dz^2}-g^2\right)f=-4\pi\delta(z).
$$

Away from $z=0$ the decaying solution is $Ce^{-g|z|}$. The slope jump $-2gC=-4\pi$ gives $C=2\pi/g$, so $f=2\pi e^{-g|z|}/g$.

The transform along $z$ is now over a finite interval. Since $f$ is even,

$$
v=\frac{4\pi}{g}\int_0^R e^{-gz}\cos(Kz)\,dz
=\frac{4\pi}{g}\,\mathrm{Re}\,\frac{1-e^{-(g-iK)R}}{g-iK}.
$$

Multiply numerator and denominator by $g+iK$. The real part of the numerator is $g-e^{-gR}(g\cos KR-K\sin KR)$, hence

$$
v=\frac{4\pi}{G^2}\left[1+e^{-gR}\left(\frac Kg\sin KR-\cos KR\right)\right].
$$

With $R=L/2$ we have $KR=\pi n$, so the sine vanishes and the cosine is $(-1)^n$:

$$
v(g,n)=\frac{4\pi}{G^2}\left[1-(-1)^ne^{-gL/2}\right].
$$

This form was tested against numerical integration over $z$ for $L=12$ bohr, $g=0.3$ bohr$^{-1}$ and $n=0,1,2,3$; the relative differences were below $10^{-8}$.

## Zero in-plane wavevector

For a general cut $R$ and $K\ne0$, the sine term behaves as

$$
v\simeq\frac{4\pi\sin KR}{gK}\qquad(g\to0),
$$

which diverges. The choice $R=L/2$ removes this divergence at every nonzero $K$ of the mesh. There the limit is

$$
v(0,n)=\frac{4\pi}{K^2}[1-(-1)^n]
=\begin{cases}8\pi/K^2,&n\text{ odd},\\0,&n\text{ even},\ n\ne0.\end{cases}
$$

For $n=0$, expand the exponential to third order:

$$
v=\frac{4\pi}{g^2}\left(gR-\frac{g^2R^2}{2}+\frac{g^3R^3}{6}-\cdots\right)
=\frac{4\pi R}{g}-2\pi R^2+\frac{2\pi gR^3}{3}-\cdots .
$$

The origin of the two leading terms is visible before the $z$ transform:

$$
\frac{2\pi}{g}e^{-g|z|}=\frac{2\pi}{g}-2\pi|z|+O(g).
$$

The first term does not depend on height, so it multiplies the net charge. A neutral density with finite moments has Fourier amplitude $O(g)$ at $K=0$. Its contribution to the energy scales as $g^2/g=g$ and vanishes, whatever the direction of approach. The second term is the planar interaction, and its integral over the interval is $-2\pi R^2$. The finite value to store is therefore

$$
v_0=-2\pi R^2=-\frac{\pi L^2}{2}.
$$

For a neutral total density $v_0$ multiplies zero. It matters when the energy is assembled in pieces. With $N$ electrons and ionic charge $Z$ per cell, the $\mathbf G=0$ pieces sum to

$$
\frac{v_0}{2AL}(N^2-2NZ+Z^2)=\frac{v_0}{2AL}(N-Z)^2 .
$$

This is zero for $N=Z$ if all three pieces use the same $v_0$. Mixing a truncated electron term with ordinary ionic terms destroys the cancellation. For a charged slab, keeping $v_0$ and dropping $4\pi R/g$ selects the potential reference $-2\pi|z|$; it does not make the energy of an infinite charged plane finite.

## Why the images disappear

Multiplication by $v$ on the reciprocal mesh is convolution with the periodic repetition of the cut interaction. For two charges at height difference $u$, the copies lie at $u-mL$ with integer $m$. Apart from the boundary case, one of these differences is smaller than $L/2$ in magnitude. If $|u|<L/2$, it is the original pair, $m=0$. When $D<L/2$ this holds for all pairs in the slab, so

$$
E=\frac12\int\rho\,\phi\,d^3r
$$

is the isolated-slab energy. The argument covers all $\mathbf g$, so lateral structure is treated as well as the mean dipole.

The potential has its own condition: a point $z$ must lie within $L/2$ of every source height. For a slab centred at zero this means $|z|<(L-D)/2$. Outside that window some sources are replaced by their copies.

For a neutral slab the planar average $\bar\phi$ contains only odd $n$. Since $e^{iKL/2}=(-1)^n$,

$$
\bar\phi(z+L/2)=-\bar\phi(z).
$$

An inverted copy of the potential profile thus appears half a cell away. It is harmless to a confined density, but diffuse orbitals that reach it feel a false potential.

Let $p=\int z\rho\,d^3r$ be the normal dipole per cell. Above the slab,

$$
\bar\phi=-\frac{2\pi}{A}\int\rho(\mathbf r')(z-z')\,d^3r'=+\frac{2\pi p}{A},
$$

where neutrality removed the term in $z$. Below the slab the sign reverses. The step is $4\pi p/A$, and the zero of potential lies midway between the two vacuum levels. An electron's potential energy has the opposite step.

## What the ordinary kernel gets wrong

The extra planar interaction found at the start is $2\pi(z-z')^2/L$. Its energy per cell is

$$
\Delta E=\frac{1}{2A}\frac{2\pi}{L}\iint\rho\rho'(z^2+z'^2-2zz')
=-\frac{2\pi p^2}{AL}.
$$

The squares vanish by neutrality and the cross term gives $-2p^2$. The extra potential is a constant minus $4\pi pz/(AL)$, so the false field is

$$
F=\frac{4\pi p}{AL},
$$

directed along the dipole.

There is also a lateral error. A component $g$ couples to the nearest image with a factor of at most about $e^{-g(L-D)}$. For a surface cell of side 0.30 nm the smallest nonzero $g$ is $2\pi/0.30=20.9$ nm$^{-1}$, and a gap $L-D=1.9$ nm gives $e^{-40}$. For a side of 3.0 nm and the same gap the factor is $e^{-4}\approx0.02$. A correction for the mean dipole alone leaves this part, whereas the truncated kernel removes it.

## Pseudocode

```
input: neutral density rho on an Nx*Ny*Nz grid, A, L
require: source thickness D, with tails, < L/2

# once per cell shape
for each mesh vector (g, n):
    G2 = g^2 + (2*pi*n/L)^2
    if G2 == 0:      v = -pi*L^2/2
    else if n even:  v = -4*pi*expm1(-g*L/2)/G2
    else:            v =  4*pi*(1 + exp(-g*L/2))/G2

# at each density update
phi = real(inverse_FFT(v * FFT(rho)))
E   = 0.5 * (A*L/(Nx*Ny*Nz)) * sum(rho*phi)
```

The integer $n$ must be the signed FFT index, not a rounded floating-point wavevector. The inverse FFT includes the factor $1/(N_xN_yN_z)$.

In an electronic-structure code $\rho$ can be the sum of Gaussian ionic charges and the negative electron density. A Gaussian of charge $Z$ and standard deviation $s$ has self-energy $Z^2/(2\sqrt\pi s)$, which must be subtracted. The differences between point and Gaussian ions are short-ranged and are added in real space: the remainder of the local electron–ion potential, and $Z_iZ_j\,\mathrm{erfc}(r/2s)/r$ for each ion pair.

## Cost and stability

The table costs one pass over the $N$ mesh points. Each update costs two FFTs, $O(N\log N)$, as with the ordinary kernel. The price is height: $L$ must exceed $2D$ plus room for tails. The orbitals need not pay it. If the density fits in a shorter cell of height $L_s$ and vanishes at its ends, copy it into a zero-padded grid with $L\ge2L_s$, solve there, and copy the potential back. All height differences then stay within $L/2$.

For even $n$ and small $gL$, direct evaluation of $1-e^{-gL/2}$ subtracts nearly equal numbers; `expm1` avoids this loss. For large $gL$ the exponential underflows harmlessly to zero. Except at $\mathbf G=0$, $v\ge0$, so the Hartree energy of a neutral density cannot be negative.

Self-consistent iteration needs some care. At $g=0$, $n=1$ the kernel is $2L^2/\pi$, twice the ordinary value. For $L=4.0$ nm this is 3637 bohr$^2$. A confined density error is not amplified by that factor, however. If it is neutral and fits within a thickness $D<L/2$, it feels the isolated interaction, and the largest ratio of potential to density for a planar pattern, both taken as root-mean-square values over the thickness $D$, is $4D^2/\pi$, whatever the value of $L$. This bound covers planar patterns only. For a pattern with in-plane wavevector $g$ the ratio grows towards $2\pi D/g$ at small $g$. With $D=1.31$ nm the planar bound is 2.2 nm$^2$, while the longest lateral wave gives 1.9, 5.3 and 12.7 nm$^2$ in square cells of side 3, 6 and 12 nm, so wide cells still amplify lateral density errors. A mixing preconditioner built on $4\pi/G^2$ assumes a different interaction, so its performance should be checked. How much this changes the iteration count depends on the system and was not measured here.

## Example: water layers on a metal slab

Two rigid water layers sit on the faces of a thin metal slab, with one molecule in each square cell of side 0.30 nm. The oxygen planes are at $\pm0.65$ nm. Each hydrogen carries $+0.33\,e$ and each oxygen $-0.66\,e$, smeared into Gaussians of standard deviation 0.03 nm. The hydrogens are displaced by 0.059 nm along the molecular axis and by $\pm0.076$ nm across it. The lower layer is flat; the upper one is tilted outward by 10 degrees. The metal enters first as an inert spacer, so this is an electrostatic model and not a first-principles calculation of the interface.

The dipole and step are

$$
p=2(0.33)(0.059)\sin10^\circ=0.00676\ e\,\mathrm{nm}=0.1278\ e\,\mathrm{bohr},
$$

$$
\Delta\phi=\frac{4\pi(0.1278)}{32.14}=0.0500\ \mathrm{Ha}/e=1.36\ \mathrm V,
$$

with $A=32.14$ bohr$^2$. At $L=4.0$ nm the computed planar potential is $-0.680$ V at $z=-1.1$ nm and $+0.680$ V at $+1.1$ nm. Between these heights it differs from the direct sum over isolated planar charges by at most $3\times10^{-14}$ V.

A second profile tests the finite value at $\mathbf G=0$, which neutrality would hide. Charges $+0.33\,e$ at 0.65 nm and $-0.10\,e$ at $-0.30$ nm, in the same cell, gave a largest deviation of $1.2\times10^{-13}$ V.

The energy reference is a sum of Coulomb's law over in-plane cells, without reciprocal vectors. Square blocks reaching 40, 80 and 120 cells from the centre were extrapolated with tails $M^{-1}$ and $M^{-3}$, where $M$ is the half-width of the block. The errors relative to this reference, per surface cell, are:

| $L$ (nm) | ordinary (meV) | $-2\pi p^2/(AL)$ (meV) | truncated (meV) |
|---:|---:|---:|---:|
| 3.2 | −1.4365 | −1.4364 | −0.00015 |
| 4.0 | −1.1493 | −1.1491 | −0.00015 |
| 4.8 | −0.9577 | −0.9576 | −0.00015 |
| 6.4 | −0.7183 | −0.7182 | −0.00015 |

The truncated residue does not change with $L$ to the printed digits, whereas the planar error of the ordinary kernel falls as $1/L$. The scan does not test lateral coupling to images, which in so narrow a cell is far below these digits with either kernel. The residue comes from the extrapolated reference: with blocks reaching 100, 200 and 300 cells, the reference itself moves by $-0.00015$ meV. The charge centres span 1.31 nm, so even the shortest cell leaves $1.60-1.31=0.29$ nm for tails. A height difference between two Gaussian charges has standard deviation $\sqrt2(0.03)=0.042$ nm, which makes this margin nearly seven standard deviations.

The false field of the ordinary kernel at $L=4.0$ nm is $1.36/4.0=0.34$ V/nm, or 3.4 MV/cm. The energy error looks small because the tilted layer has a small normal dipole. The field, however, acts on the whole molecular dipole of 1.87 D, with an energy scale of 13.2 meV. Turning a molecule from against the field to along it, at fixed field, gains 26.5 meV, about the thermal energy of 25.9 meV at 300 K. For a molecule free to turn alone that is an appreciable orientational bias, even though the energy per cell is off by about 1 meV. In a dense layer the dipole coupling between neighbours, about 81 meV at this spacing, resists the turning and makes the bias much smaller.

## When the metal responds

Let an ideal metal of thickness $t$ carry face charges $\mp\sigma$ per area, and let $m=p/A$ be the fixed water dipole per area. An isolated dipole layer outside the metal makes no planar field inside it. With the ordinary kernel, the part of the energy per area that depends on $\sigma$ or $L$ is

$$
\frac{E}{A}=2\pi\sigma^2t-\frac{2\pi}{L}(m+\sigma t)^2 .
$$

Setting the derivative to zero gives $4\pi\sigma t=4\pi t(m+\sigma t)/L$, hence $\sigma=m/(L-t)$. The total dipole is $m+\sigma t=mL/(L-t)$. Substitution yields

$$
\frac{E}{A}=\frac{2\pi m^2(t-L)}{(L-t)^2}=-\frac{2\pi m^2}{L-t}.
$$

The metal shortens the effective cell. For $t=0.80$ nm and $L=4.0$ nm the false face charge is 0.376 $\mu$C/cm$^2$, and the error grows from $-1.15$ to $-1.44$ meV. The field in the gap rises by $4.0/3.2$ to 4.2 MV/cm. Explicit minimization with the truncated kernel gave an induced charge only $10^{-14}$ of the ordinary one, which is rounding error.

## Relation to a real wet metal surface

The molecular density is roughly that of a closely packed first water layer on a metal, and the molecular dipole is close to that of a free molecule. The uniform tilt is a model choice. The step changes by 0.135 V per degree near 10 degrees, so a small change in the mean tilt alters it strongly. A symmetric spread about the same mean matters much less: a Gaussian spread of 10 degrees lowers the step by only about 1.5%.

Rigid charges also omit depolarization. In a square lattice of normal point dipoles each molecule feels the field $-Sp/a^3$, where $a$ is the cell side and $S=9.03$ the lattice sum. With the polarizability set to $\alpha=0.00145$ nm$^3$, the condition $p=p_0-\alpha Sp/a^3$ gives

$$
\frac p{p_0}=\frac1{1+0.00145(9.03)/0.027}=0.67,
$$

and the step falls from 1.36 V to about 0.9 V. Point dipoles are crude at this spacing, so this is an estimate of size. The classical image attraction of the upper layer, with the image plane at the metal face, is only $-0.13$ meV per cell, because the fields of identically oriented neighbours largely cancel at the metal. For a lone molecule in the same position it would be about $-9.5$ meV. The layer value depends exponentially on the distance to the image plane, which for a real metal is not fixed this sharply: moving the plane 0.05 nm or 0.10 nm towards the water changes it to $-1.0$ or $-8.7$ meV, and the lone-molecule value to $-19$ or $-45$ meV. Neither value includes chemical bonding or charge transfer.

Mobile ions would screen fields in the liquid. For 0.1 mol/L of a 1:1 electrolyte and permittivity 78, the Debye length is 0.96 nm, so a liquid film must be several nanometres thick before ions screen its interior. The single water layers of the example are too thin for this. A higher concentration shortens the Debye length further and strains the dilute theory behind it. In such a liquid a static field survives only within a few Debye lengths of a charged surface. The false field of the ordinary kernel is screened in the same way, because mobile charges respond to it as they would to a real field. As the metal example shows, the response leaves a false surface charge and a stronger false field in the empty gap. The value of 3.4 MV/cm applies to rigid charges, which do not respond.

## Failure modes

**The slab is too thick.** For charges $\pm0.1\,e$ at distance $d=1.2$ nm in a cell with $L=1.8$ nm, the opening example predicts the error $2\pi q^2(L-2d)/A=-0.603$ eV. The computed error is $-0.603$ eV.

**The energy hides the fault.** Two separate layers, each neutral, have no planar interaction whether the kernel slope between them is $-2\pi$ or $+2\pi$. Their energy can look converged although $D>L/2$. Check the geometry and the potential window as well.

**Liquid fills the cell.** There is then no confined density, and the derivation does not apply. Leave a vacuum region outside the liquid, or use a solver with a boundary condition that represents the surrounding electrolyte.

**Orbitals overlap across the gap.** The kernel removes electrostatic coupling between images. It does not remove hopping, orbital overlap or dispersion terms summed over periodic copies.

The main values of the example are in the numerical output below.

## Table of computed values

```
cell side: 0.30 nm; Gaussian width: 0.030 nm
grid spacing: 0.0125 nm
H charge: 0.33 e; O charge: -0.66 e
H half distance: 0.076 nm; H height: 0.059 nm
oxygen planes: +/-0.65 nm; upper tilt: 10 deg
thickness between outer charge centres: 1.3102 nm
molecular dipole: 1.870 D
normal dipole per cell: 0.006762 e nm
normal dipole per cell: 0.12778 e bohr
isolated energy, real-space sum: 0.25463545 Ha
L=3.2 nm: truncated error -1.5e-04 meV
  ordinary error -1.4365 meV, law -1.4364 meV
L=4.0 nm: truncated error -1.5e-04 meV
  ordinary error -1.1493 meV, law -1.1491 meV
L=4.8 nm: truncated error -1.5e-04 meV
  ordinary error -0.9577 meV, law -0.9576 meV
L=6.4 nm: truncated error -1.5e-04 meV
  ordinary error -0.7183 meV, law -0.7182 meV
main cell height: 4.0 nm
kernel at G=0, finite part: -8975.06 bohr^2
kernel at g=0, n=1: 3637.46 bohr^2
kernel at g=0, n=2: 0.00 bohr^2
potential at z=-1.1 nm: -0.6798 V
potential at z=+1.1 nm: 0.6798 V
potential step: 1.3595 V = 0.049961 Ha/e
largest profile error, neutral: 2.8e-14 V
largest profile error, charged: 1.2e-13 V
false field, ordinary kernel: 3.399 MV/cm
pair test: charge 0.1 e, distance 1.2 nm, L 1.8 nm
pair error: -0.6032 eV, law -0.6032 eV
metal thickness: 0.80 nm
false metal charge: 0.376 uC/cm2
truncated/ordinary metal charge: 1.3e-14
ordinary error with metal response: -1.4364 meV
water-metal image energy: -0.1270 meV
square-lattice dipole sum: 9.0336
rough water polarizability: 0.00145 nm^3
depolarization factor: 0.673
step after depolarization: 0.915 V
step change per degree of tilt: 0.1346 V
molecular dipole times false field: 13.23 meV
thermal energy at 300 K: 25.85 meV
Debye length, 0.1 mol/L, permittivity 78: 0.962 nm
```
